# Cutoff dependence of conjugate-gradient iterations and the Teter-Payne-Allan preconditioner

An electron bound in a smooth potential has little use for very short plane waves. In the model treated below, raising the cutoff from 16 to 64 hartree leaves the lowest energy unchanged to five decimals. Yet an unpreconditioned conjugate-gradient run from a rough start takes 127 iterations instead of 54. The added waves hardly enter the answer, but they slow the search for it. With the Teter-Payne-Allan (TPA) preconditioner the two counts are 17 and 16.

## The energy near its minimum

Hartree atomic units are used. The Hamiltonian is \(H=T+V\), in a basis of plane waves with kinetic energies \(T_G=G^2/2\le E_{\rm cut}\). The potential \(V\) is bounded and does not depend on the cutoff. The lowest state \(\psi_0\) is normalised and non-degenerate, with gap \(g=\varepsilon_1-\varepsilon_0>0\). Define \(A=H-\varepsilon_0\), so that \(A\psi_0=0\).

The method minimises the Rayleigh quotient \(E\). Scale the trial state so that \(\psi=\psi_0+\delta\) with \(\delta\perp\psi_0\). Terms containing \(A\psi_0\) vanish, and the cross terms in the norm vanish by orthogonality:

\[
E-\varepsilon_0=\frac{\langle\psi|A|\psi\rangle}{\langle\psi|\psi\rangle}
=\frac{\langle\delta|A|\delta\rangle}{1+\langle\delta|\delta\rangle}.
\]

For small \(\delta\) the denominator is close to one, and what remains is the quadratic function \(e=\langle\delta|A|\delta\rangle\). Its curvatures are the eigenvalues of \(A\) on the complement of \(\psi_0\). They run from \(g\) to \(b=\lambda_{\max}-\varepsilon_0\), where \(\lambda_{\max}\) is the largest eigenvalue of \(H\). A step that suits the stiff directions is too short for the soft one. The ratio \(\kappa=b/g\), the condition number, measures this conflict.

## What conjugate gradients achieve

Let \(r_k=-A\delta_k\) be the downhill direction. Conjugate gradients use

\[
\delta_{k+1}=\delta_k+\alpha_kd_k,\qquad d_0=r_0,\qquad d_k=r_k+\beta_kd_{k-1},
\]

where \(\alpha_k\) minimises \(e\) along \(d_k\) and \(\beta_k\) makes \(\langle d_k|A|d_{k-1}\rangle=0\).

Suppose that \(d_0,\dots,d_{k-1}\) are mutually conjugate, \(\langle d_i|A|d_j\rangle=0\) for \(i\ne j\). Then \(e\) contains no products of different \(\alpha\)'s, so the successive line minimisations give the minimum over the whole span. At that minimum \(r_k\) is orthogonal to all earlier \(d_j\). Moreover \(r_{j+1}=r_j-\alpha_jAd_j\), so \(Ad_j\) is a combination of \(r_j\) and \(r_{j+1}\), which lie in the span of \(d_0,\dots,d_{j+1}\). Hence \(\langle r_k|A|d_j\rangle=0\) for \(j\le k-2\), and \(d_k\) is conjugate to all its predecessors. This argument needs \(d_0=r_0\), a point that matters in the example.

The span is that of \(A\delta_0,\dots,A^k\delta_0\). Therefore \(\delta_k=p_k(A)\delta_0\), where \(p_k\) has degree at most \(k\), satisfies \(p_k(0)=1\), and makes \(e\) as small as such a polynomial can. If \(c_n\) are the components of \(\delta_0\) along eigenvectors of \(A\) with eigenvalues \(a_n\), then

\[
e_k=\sum_n a_n\,p_k(a_n)^2|c_n|^2 .
\]

Any other allowed polynomial gives an upper bound. Choose the Chebyshev polynomial \(C_k\), which stays between \(-1\) and \(1\) on \([-1,1]\), mapped to \([g,b]\):

\[
p(a)=\frac{C_k\!\left(\dfrac{b+g-2a}{b-g}\right)}{C_k(y_0)},\qquad
y_0=\frac{b+g}{b-g}=\frac{\kappa+1}{\kappa-1}.
\]

Outside \([-1,1]\), \(C_k(y)=\tfrac12(w^k+w^{-k})\) with \(y=\tfrac12(w+1/w)\). For \(y=y_0\) the solution is \(w=(\sqrt\kappa+1)/(\sqrt\kappa-1)\), because

\[
\frac12\left(w+\frac1w\right)=\frac{(\sqrt\kappa+1)^2+(\sqrt\kappa-1)^2}{2(\kappa-1)}=\frac{\kappa+1}{\kappa-1}.
\]

Thus \(C_k(y_0)\ge w^k/2\), and \(p^2\le4w^{-2k}\) on the spectrum. The expansion \(\ln w=2(\kappa^{-1/2}+\kappa^{-3/2}/3+\dots)\) has positive terms, so \(\ln w\ge2/\sqrt\kappa\). Consequently

\[
\frac{e_k}{e_0}\le4w^{-2k}\le4\,e^{-4k/\sqrt\kappa}.
\]

To reduce the energy error by a factor \(R\), it is enough to take

\[
k=\left\lceil\frac{\sqrt\kappa}{4}\ln(4R)\right\rceil .
\]

This is an upper bound, and by itself it does not show that the growth is real. The Chebyshev choice, however, cannot be improved uniformly on a filled interval. It reaches its largest magnitude with alternating signs at \(k+1\) points of \([g,b]\). If another allowed polynomial had a smaller maximum, the difference of the two would change sign between neighbouring points, giving \(k\) zeros there. It would also vanish at \(a=0\), where both equal one. That is \(k+1\) zeros for a nonzero polynomial of degree at most \(k\), which is impossible. A start can escape the growth if it has little weight in parts of the spectrum, or if the eigenvalues leave large gaps.

## Where the cutoff enters

Let \(T_{\max}\) be the largest kinetic energy in the basis. The corresponding plane wave, as a trial vector, has energy \(T_{\max}+V_{\rm mean}\), which cannot exceed \(\lambda_{\max}\). Replacing \(T\) and \(V\) by their maxima gives the other side:

\[
T_{\max}+V_{\rm mean}\le\lambda_{\max}\le T_{\max}+V_{\max}.
\]

Once \(E_{\rm cut}\) is large compared with \(|\varepsilon_0|\) and the potential, \(\kappa\approx E_{\rm cut}/g\), and the iteration bound grows as \(\sqrt{E_{\rm cut}}\). Raising the cutoff leaves the soft direction alone and adds ever stiffer ones.

## The kinetic preconditioner

The stiff directions are mixtures of short plane waves with nearly equal kinetic energy. An eigenvector of \(H\) obeys \((T-\lambda)\psi=-V\psi\), so the root-mean-square distance of its kinetic energies from \(\lambda\) is at most the largest \(|V|\). For large \(\lambda\) its curvature is therefore close to the known \(T_G\) of its waves. The remedy is to divide their residual by something proportional to \(T_G\), while leaving the long waves, where the potential matters as much, untouched. The TPA factor does both:

\[
K(x)=\frac{N}{N+16x^4},\qquad N=27+18x+12x^2+8x^3,\qquad x=\frac{T_G}{T_s},
\]

where \(T_s\) is the kinetic energy of the state. Since \(1-K=16x^4/(N+16x^4)\), the departure \(1-K\) behaves as \(16x^4/27\) at small \(x\). At large \(x\), \(xK\to8x^4/16x^4=1/2\), so \(KT_G\to T_s/2\): all very short waves acquire the same curvature.

Let \(P\) project onto the complement of \(\psi_0\). The preconditioned downhill direction is \(PKr\). With \(T_s\) fixed, \(M=PKP\) is positive on the complement, and one may write \(\delta=M^{1/2}\eta\). Then \(e=\langle\eta|M^{1/2}AM^{1/2}|\eta\rangle\). The downhill direction in \(\eta\) is \(-M^{1/2}A\delta\), which in \(\delta\) becomes \(-MA\delta=PKr\). Preconditioned conjugate gradients are therefore ordinary ones in \(\eta\), and the earlier bound holds with the eigenvalues of \(M^{1/2}AM^{1/2}\).

These can be found without the projector. If \(XYv=\mu v\) with \(\mu\ne0\), then \(Yv\ne0\) and \(YX(Yv)=\mu Yv\), so \(XY\) and \(YX\) share their nonzero eigenvalues. Using this rule and \(PA=AP=A\), one passes from \(M^{1/2}AM^{1/2}\) to \(MA=PKA\), then to \(KAP=KA\), and finally to

\[
B=K^{1/2}AK^{1/2}.
\]

\(B\) has one zero eigenvalue, with vector \(K^{-1/2}\psi_0\). If \(\mu_2\) is its next eigenvalue and \(\mu_{\max}\) its largest, the condition number is \(\kappa_{\rm TPA}=\mu_{\max}/\mu_2\).

### The upper edge

Since \(V\le V_{\max}\), the expectation values of \(B\) do not exceed those of \(KT+K(V_{\max}-\varepsilon_0)\). The last bracket is not negative, because the constant wave shows that \(\varepsilon_0\le V_{\rm mean}\le V_{\max}\). With \(K\le1\) and \(s=\max_x xK(x)\),

\[
\mu_{\max}\le sT_s+V_{\max}-\varepsilon_0 .
\]

Numerical maximisation gives \(s=0.859\) at \(x=1.40\).

### The lower edge

Because \(N\ge8x^3\), \(1/K=1+16x^4/N\le1+2x\). Also \(T=A+\varepsilon_0-V\le A+\varepsilon_0-V_{\min}\). In expectation values, therefore,

\[
K^{-1}\le1+\frac{2T}{T_s}\le c+\frac{2A}{T_s},\qquad
c=1+\frac{2(\varepsilon_0-V_{\min})}{T_s}.
\]

Here \(c>0\), since \(T\ge0\) implies \(\varepsilon_0\ge V_{\min}\). With \(y=K^{1/2}u\), the equation \(Bu=\mu u\) becomes \(Ay=\mu K^{-1}y\). In the span of its two lowest solutions, the ratio \(\langle y|A|y\rangle/\langle y|K^{-1}|y\rangle\) is at most \(\mu_2\). That two-dimensional span contains a vector orthogonal to \(\psi_0\), for which \(q=\langle y|A|y\rangle/\langle y|y\rangle\ge g\). For this vector

\[
\mu_2\ge\frac{q}{c+2q/T_s}\ge\frac{g}{c+2g/T_s}
=\frac{gT_s}{T_s+2(\varepsilon_1-V_{\min})}.
\]

The second inequality holds because the fraction increases with \(q\); the last form uses \(\varepsilon_0+g=\varepsilon_1\). Dividing the two edges gives

\[
\kappa_{\rm TPA}\le
\frac{(sT_s+V_{\max}-\varepsilon_0)\,[T_s+2(\varepsilon_1-V_{\min})]}{gT_s}.
\]

The cutoff no longer appears explicitly. It enters through \(\varepsilon_0\), \(\varepsilon_1\) and \(T_s\), which settle as the basis converges.

## How large the effect is

The model is a periodic cube of side 10 bohr with two Gaussian wells of standard deviation 1.2 bohr. Their depths are 2.0 and 1.5 hartree, and their centres are at (3.0, 3.5, 4.0) and (6.5, 6.0, 6.0) bohr. The potential keeps Fourier indices up to 8 along each axis. Arnoldi diagonalisation gives the spectral edges. The largest eigenvalue of \(H\) is converged only to a relative tolerance of \(10^{-3}\), so the last digits of \(\lambda_{\max}\) and \(\kappa\) are uncertain.

The rough start has amplitude 1 in the constant wave. To every wave is added a complex random number divided by \(1+T_G\), with \(T_G\) in hartree; its real and imaginary parts have standard deviation 0.05. The vector is then normalised. Complete runs use exact line minimisation, the Polak-Ribière choice of \(\beta\) (set to zero if negative) and, with TPA, the current state's \(T_s\). They stop at an energy error of \(10^{-10}\) hartree.

The column "quadratic" counts iterations on \(\langle\delta|A|\delta\rangle\) without preconditioning. It starts from the state at which the complete plain run first has an error of at most \(10^{-3}\) hartree, and ends when the error has fallen by \(R=10^7\).

| \(E_{\rm cut}\) (hartree) | \(\kappa\) | quadratic | plain run | \(\kappa_{\rm TPA}\) | TPA run |
|---:|---:|---:|---:|---:|---:|
| 4 | 17.5 | 13 | 24 | 5.36 | 15 |
| 8 | 32.7 | 18 | 35 | 5.40 | 16 |
| 16 | 64.2 | 26 | 54 | 5.41 | 16 |
| 32 | 126.5 | 37 | 83 | 5.41 | 17 |
| 64 | 250.6 | 53 | 127 | 5.41 | 17 |

At 64 hartree, \(\lambda_{\max}=63.87\), \(\varepsilon_0=-0.589\) and \(g=0.2572\) hartree, so

\[
\kappa=\frac{63.87+0.589}{0.2572}\approx251,\qquad
\frac{\sqrt{251}}{4}\ln(4\times10^7)\approx69.3 .
\]

The bound is thus 70 iterations, against 53 needed. A least-squares line through the logarithms of the quadratic counts has slope 0.51, close to the expected one half.

For TPA at the same cutoff, \(T_s=0.506\), \(\varepsilon_1=-0.332\), \(V_{\min}=-2.001\) and \(V_{\max}=0.000\) hartree. The edge bounds are

\[
\mu_{\max}\le0.859\times0.506+0.589\approx1.02,
\]
\[
\mu_2\ge\frac{0.2572\times0.506}{0.506+2(-0.332+2.001)}\approx0.034,
\]

both in hartree. The computed edges are 0.872 and 0.161 hartree. The bound on \(\kappa_{\rm TPA}\) is therefore about 30, while the actual value is 5.4; most of the slack is in the lower edge. The bound shows that \(\kappa_{\rm TPA}\) stays below a limit that does not grow with the cutoff. It is too loose to predict the count or to show that \(\kappa_{\rm TPA}\) is nearly constant; that comes from the computed values.

Over the sixteenfold range of cutoff, \(\kappa_{\rm TPA}\) changes by less than one per cent and the TPA run lengthens from 15 to 17 iterations. The saving over the plain run is a factor \(24/15=1.6\) at 4 hartree and \(127/17\approx7.5\) at 64 hartree.

## Why the complete plain run grows faster

The plain run grows by a factor 5.3, with a fitted exponent of 0.61, which is more than the square root. Its late part, from \(10^{-3}\) to \(10^{-10}\) hartree, shows the main reason. At 64 hartree it takes 84 iterations, more than the bound of 70; at 32 hartree it takes 54 against a bound of 50. The bound therefore does not hold for the uninterrupted run. Restarting from the same state with the same Rayleigh quotient, but with the old search direction discarded, takes 52. The quadratic problem takes 53.

In this late part the loss thus comes from the inherited direction; anharmonicity beyond this point has little effect on the count. The direction was built up where the energy was not yet quadratic, so the condition \(d_0=r_0\) behind the conjugacy argument is not met. At 4 hartree the corresponding counts are 14 and 13, so the penalty is small there. With TPA at 64 hartree they are 9 and 8.

The restart would shorten the plain run at 64 hartree from 127 to \((127-84)+52=95\) iterations. At 4 hartree the same sum is \((24-14)+13=23\). The growth factor then falls to \(95/23\approx4.1\), closer to the square-root law, which gives 4 from the cutoffs and \(\sqrt{250.6/17.5}\approx3.8\) from the condition numbers. The early part, 10 against 43 iterations, is not covered by the quadratic bound. The rough start also has a larger energy error at the higher cutoff, because the added short waves carry kinetic energy.

The start matters as well. Removing all its components above 2 hartree gives plain runs of 23 iterations at the lowest cutoff and 90 at the highest. Three effects could contribute: the initial energy error no longer grows with the cutoff, in the sum for \(e_k\) the polynomial need not be small where the error has little weight, and the inherited direction may cost less from this start. The calculation does not separate them. These are complete runs with inherited directions, so their fitted exponent of 0.49 is no separate confirmation of the law.

## What to do, and when it is not enough

**Precondition when the cutoff is high.** Applying \(K\) costs one multiplication per plane wave, and \(T_s\) one sum over the basis. The number of plane waves grows as the volume of the cutoff sphere, \(E_{\rm cut}^{3/2}\). If the count grows as \(E_{\rm cut}^{1/2}\), the vector operations for one state grow as \(E_{\rm cut}^{2}\). TPA removes the second factor and leaves the first.

**Discard the old direction once the energy has become nearly quadratic.** In this model that matters for plain runs at high cutoff and saves about one iteration with TPA.

**Do not expect a cure for a small gap.** Since \(K^{-1}\ge1\), every vector in the span of \(\psi_0\) and \(\psi_1\) has \(\langle y|A|y\rangle\le g\langle y|K^{-1}|y\rangle\). One of them satisfies \(\langle y|K^{-1}|\psi_0\rangle=0\), and for it the ratio of the two expectation values is at least \(\mu_2\). Hence \(\mu_2\le g\), and \(\kappa_{\rm TPA}\ge\mu_{\max}/g\) grows without limit as the gap closes at fixed \(\mu_{\max}\). The count need not follow \(\sqrt{\kappa_{\rm TPA}}\), which is only an upper bound. If \(\mu_2\) is a single level well below the rest, the polynomial can spend one factor \(1-a/\mu_2\) on it. That factor is at most \(\mu_{\max}/\mu_2\) in size on the remaining spectrum, so in the quadratic problem the extra cost grows only as the logarithm of this ratio. A group of levels whose width is small compared with \(\mu_2\) itself is handled in the same way: the factor is small on the whole group, a few such factors suffice, and the cost is again logarithmic. A group that is narrow only on the scale of the whole spectrum, but wide compared with \(\mu_2\), is not covered by this argument. Growth near the square root is to be expected when many low levels fill the range between \(\mu_2\) and the rest of the spectrum, with spacings near the bottom that are small compared with \(\mu_2\), as in the filled-interval argument above. For a fixed number of levels the growth slows once \(\mu_2\) falls below their spacing, because the lowest level is then isolated again. If the count is high but does not change with the cutoff, such a spread of low levels above a small gap is a natural suspect. This applies to the case treated here, a single lowest state in a fixed potential. With many bands or a self-consistent potential, a different gap and other causes of slow convergence enter.

**Check that the potential is bounded independently of the cutoff.** A nonlocal pseudopotential fits the argument if \(V_{\min}\) and \(V_{\max}\) are read as bounds on its expectation values and \(V_{\rm mean}\) as the expectation value in the plane wave concerned. For a bare Coulomb attraction the potential has no finite minimum, and the lower-edge estimate gives no cutoff-independent guarantee. This is a limit of the estimate; it does not show that the preconditioner fails there.
